# Complex bands through the gap of a two-band chain

An electron whose energy lies in a band gap has no propagating Bloch wave in an infinite crystal, but it can enter a finite piece of the crystal with a decaying amplitude. Such waves belong to complex wavenumbers. This problem follows them through the gap of a chain with two bands and asks how the bands are connected when \(k\) is allowed to be complex.

The chain has period \(a\) and two orthonormal orbitals per cell, with amplitudes \(A_n\) and \(B_n\) in cell \(n\). Their on-site energies are \(+\Delta\) and \(-\Delta\), so the energy zero is the mean on-site energy. The real hopping energies are \(t_1\) inside a cell and \(t_2\) between neighbouring cells:

\[
(E-\Delta)A_n=t_1B_n+t_2B_{n-1},\qquad
(E+\Delta)B_n=t_1A_n+t_2A_{n+1}.
\]

Both hoppings are taken positive. If both are negative, reversing the sign of every \(B_n\) makes them positive. If their signs differ, reversing \(A_n\) and \(B_n\) together in every second cell reverses \(t_2\) and shifts \(k\) by \(\pi/a\). It is also assumed that \(\Delta\) and \(t_1-t_2\) do not both vanish.

For numbers, take the round model parameters \(\Delta=0.6\) eV, \(t_1=2.0\) eV, \(t_2=1.2\) eV and \(a=0.5\) nm. They do not describe a particular material.

### (a) Which complex wavenumbers have a real energy?

Find the relation between \(E\) and \(k\), and use it to locate every wavenumber, real or complex, that belongs to a given real energy.

**Solution.** Put \(A_n=Ae^{ikna}\) and \(B_n=Be^{ikna}\). After the common factor is cancelled,

\[
(E-\Delta)A=(t_1+t_2e^{-ika})B,\qquad
(E+\Delta)B=(t_1+t_2e^{ika})A .
\]

A nonzero solution requires the determinant of this pair to vanish:

\[
E^2-\Delta^2=(t_1+t_2e^{-ika})(t_1+t_2e^{ika})
=t_1^2+t_2^2+2t_1t_2\cos ka .
\]

Nothing here was complex-conjugated, so the relation holds for complex \(k\). Solved for the cosine, it reads

\[
\cos ka=D(E),\qquad
D(E)=\frac{E^2-\Delta^2-t_1^2-t_2^2}{2t_1t_2}.
\]

For real \(E\) the right side is real. Write \(ka=\theta+i\eta\) with real \(\theta,\eta\). Then

\[
\cos ka=\cos\theta\cosh\eta-i\sin\theta\sinh\eta ,
\]

and the imaginary part vanishes if \(\eta=0\) or \(\sin\theta=0\). The wavenumber is therefore real, or its real part is \(0\) or \(\pi/a\), modulo \(2\pi/a\).

To see which case applies, define

\[
W=\sqrt{\Delta^2+(t_1-t_2)^2},\qquad
M=\sqrt{\Delta^2+(t_1+t_2)^2}.
\]

Inserting these into \(D\) gives

\[
E^2-W^2=2t_1t_2(D+1),\qquad E^2-M^2=2t_1t_2(D-1).
\]

Three ranges follow.

- For \(W<|E|<M\), \(-1<D<1\) and \(k\) is real. These are the two bands.
- For \(|E|<W\), \(D<-1\). Since \(\cosh\eta\geq1\), this needs \(\cos\theta=-1\), so \(\mathrm{Re}\,k=\pi/a\).
- For \(|E|>M\), \(D>1\), which needs \(\cos\theta=+1\), so \(\mathrm{Re}\,k=0\).

In each range the solutions form one pair \(\pm k\), modulo \(2\pi/a\). The gap extends from \(-W\) to \(W\). Here \(W=\sqrt{0.36+0.64}\) eV \(=1.00\) eV, so the gap is 2.00 eV wide, and the outer band edges lie at \(\pm3.26\) eV.

### (b) Where does the line go inside the gap?

Start at the top of the valence band and raise the energy to the bottom of the conduction band. Find the decay constant at each energy and describe the path.

**Solution.** Set \(k=\pi/a+iq\) with real \(q\). Then \(\cos ka=\cos(\pi+iqa)=-\cosh qa\), and

\[
E^2=\Delta^2+t_1^2+t_2^2-2t_1t_2\cosh qa
=W^2-2t_1t_2(\cosh qa-1).
\]

The identity \(\cosh x-1=2\sinh^2(x/2)\) turns this into

\[
E^2+4t_1t_2\sinh^2\frac{qa}{2}=W^2 .
\]

For \(q\geq0\) the solution is

\[
q(E)=\frac2a\,\mathrm{arsinh}\,
\frac{\sqrt{W^2-E^2}}{2\sqrt{t_1t_2}} .
\]

At \(E=-W\) the decay constant is zero and the line touches the valence band. As \(E\) rises to zero, \(W^2-E^2\) increases and so does \(q\). As \(E\) rises further, \(q\) decreases, and it reaches zero at \(E=W\), where the line touches the conduction band. The largest value, \(q_b\), occurs at \(E=0\):

\[
\sinh\frac{q_ba}{2}=\frac{W}{2\sqrt{t_1t_2}} .
\]

In the \((q,E)\) plane this is an arc joining the two band edges. The solution with \(q<0\) supplies its mirror image, and the two arcs form a closed loop. In the complex \(k\) plane the path looks different: it runs up the segment from \(\pi/a\) to \(\pi/a+iq_b\) and comes back down the same segment, now with energies of the other band.

Beyond the outer edges there is no such return. There \(\cosh qa=D(E)\), and \(D\) grows without bound with \(|E|\), so \(q\) does as well.

For the example, \(\sqrt{t_1t_2}=\sqrt{2.4}\) eV \(=1.549\) eV, and

\[
q_b=\frac{2}{0.5\ \mathrm{nm}}\,\mathrm{arsinh}\frac{1.000}{2(1.549)}
=1.270\ \mathrm{nm}^{-1}.
\]

At \(E=\pm0.8\) eV the same formula gives \(q=0.770\ \mathrm{nm}^{-1}\), and at \(E=\pm0.4\) eV it gives \(1.167\ \mathrm{nm}^{-1}\). The numerical check obtains these values from an eigenvalue problem for \(e^{ika}\) at fixed energy, without using the formula for \(q(E)\).

### (c) What happens to the slope along the way?

Find \(dE/dk\) on the whole energy surface. Evaluate it at the band edges and at the turning point, and find the shape of \(E(q)\) near the turning point.

**Solution.** Differentiating \(\cos ka=D(E)\) gives \(-a\sin ka\,dk=D'(E)\,dE\). Since \(D'(E)=E/(t_1t_2)\),

\[
\frac{dE}{dk}=-\frac{a\sin ka}{D'(E)}
=-\frac{t_1t_2\,a\sin ka}{E}.
\]

At a gap edge \(k=\pi/a\) and \(E=\pm W\neq0\), so the slope is zero. On the gap line \(\sin(\pi+iqa)=-i\sinh qa\), hence

\[
\frac{dE}{dk}=\frac{i\,t_1t_2\,a\sinh qa}{E},\qquad
\frac{dE}{dq}=i\frac{dE}{dk}=-\frac{t_1t_2\,a\sinh qa}{E}.
\]

The factor \(i\) in the second relation comes from \(dk=i\,dq\). As \(E\to0\) the numerator tends to \(t_1t_2a\sinh q_ba\), which is positive because \(W>0\). The slope therefore diverges at

\[
k_b=\frac{\pi}{a}+iq_b ,
\]

and likewise at the mirror point \(\pi/a-iq_b\). The divergence is not a divergent velocity of a Bloch electron, since \(k_b\) lies off the real axis. In the language of \(D(E)\), it occurs where \(D'(E)=0\) while \(\sin ka\neq0\). This is the same condition that makes \(q(E)\) stationary.

To find the shape, use \(W^2=2t_1t_2(\cosh q_ba-1)\), which is the condition \(E=0\) at \(q_b\). Then

\[
E^2=2t_1t_2(\cosh q_ba-\cosh qa).
\]

Let \(s=q_b-q\) be small and positive. A Taylor expansion of \(\cosh(q_ba-sa)\) gives

\[
E^2=2t_1t_2\left[sa\sinh q_ba-\tfrac12s^2a^2\cosh q_ba+O(s^3)\right].
\]

With \(C^2=2t_1t_2\,a\sinh q_ba\), the square root is

\[
E=\pm C\sqrt{s}\left[1-\tfrac14sa\coth q_ba+O(s^2)\right].
\]

The upper sign belongs to the conduction band and the lower to the valence band. Since \(ds=-dq\), the upper branch has

\[
\frac{dE}{dq}=-\frac{C}{2\sqrt{s}}
\left[1-\tfrac34sa\coth q_ba+O(s^2)\right].
\]

In the example \(q_ba=0.6348\) and \(\sinh q_ba=0.678\), so

\[
C=\sqrt{2(2.4)(0.5)(0.678)}\ \mathrm{eV\,nm^{1/2}}
=1.276\ \mathrm{eV\,nm^{1/2}}.
\]

Numerical differentiation of the upper eigenvalue gives slopes of \(-6.34\), \(-63.8\) and \(-638\) eV nm at \(s=10^{-2}\), \(10^{-4}\) and \(10^{-6}\ \mathrm{nm}^{-1}\). Each hundredfold approach raises the slope about tenfold, as \(s^{-1/2}\) requires. At the first distance the leading law alone gives \(-6.38\) eV nm. The bracket lowers its magnitude by the fraction \(0.75(0.01)(0.5)\coth(0.6348)\approx0.007\), which accounts for the difference.

### (d) In what sense are the two bands one function?

Show what happens to an energy when \(k\) is carried once around \(k_b\). Decide whether the meeting of the two energies at \(k_b\) is an ordinary degeneracy.

**Solution.** The square of the energy,

\[
F(k)=E^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka ,
\]

is analytic for all finite \(k\). Its zeros satisfy \(\cos ka=-\cosh q_ba\), so they lie at \(k=\pi/a\pm iq_b+2\pi n/a\) with integer \(n\). They are simple, because \(F'=-2t_1t_2a\sin ka\) does not vanish there. Near \(k_b\) one can therefore write

\[
F(k)=(k-k_b)\,g(k),
\]

with \(g\) analytic and nonzero in a disc around \(k_b\) that contains no other zero.

On a circle \(k-k_b=re^{i\phi}\) in this disc, a continuous choice of the energy is

\[
E=\sqrt r\,e^{i\phi/2}\sqrt{g(k)} .
\]

The root \(\sqrt g\) returns to its initial value after one turn, since \(g\) has no zero in the disc. The factor \(e^{i\phi/2}\) becomes \(e^{i\pi}=-1\) times its initial value. One turn therefore exchanges \(E\) and \(-E\), and a second turn restores the first energy. The point \(k_b\) is a square-root branch point, and the two bands are the two sheets of the single function \(\sqrt{F(k)}\).

Numerically, an eigenvalue followed around a circle of radius \(0.4\ \mathrm{nm}^{-1}\) about \(k_b\), beginning at its lowest point \(k_b-0.4i\ \mathrm{nm}^{-1}\) on the gap line, starts at \(+0.734\) eV, arrives at \(-0.734\) eV after one turn, and is back at \(+0.734\) eV after two. A circle of the same radius about \(\pi/a\) encloses no branch point, because \(0.4\ \mathrm{nm}^{-1}<q_b\). There, beginning at \(\pi/a-0.4i\ \mathrm{nm}^{-1}\), the energy starts and ends at \(+0.951\) eV.

The gap line passes between the sheets without going around the point. Near \(k_b\), \(s=i(k-k_b)\), so the leading relation \(E^2=C^2s\) reads

\[
k-k_b\simeq-\frac{iE^2}{C^2}.
\]

As a function of energy, \(k\) is smooth here. When real \(E\) passes through zero, \(k\) reaches \(k_b\) and retreats, while \(E\) changes sign. If one instead continues upward to \(q>q_b\), then \(F<0\) and the energies are imaginary. At \(q=1.2\,q_b\) they are \(\pm0.679\,i\) eV.

For the nature of the degeneracy, write the Bloch matrix

\[
H(k)=\begin{pmatrix}\Delta&f\\ h&-\Delta\end{pmatrix},\qquad
f=t_1+t_2e^{-ika},\quad h=t_1+t_2e^{ika}.
\]

Direct multiplication gives \(H^2=(\Delta^2+fh)I=E^2I\), with \(I\) the unit matrix. Hence \(H(k_b)^2=0\). The matrix itself is not zero. This is evident if \(\Delta\neq0\). If \(\Delta=0\), then \(f=h=0\) would require both \(e^{-ika}\) and \(e^{ika}\) to equal \(-t_1/t_2\). Their product is 1, which would force \(t_1=t_2\) and close the gap.

A nonzero \(2\times2\) matrix has at most one independent vector that it sends to zero. Thus \(H(k_b)\) has a double eigenvalue but a single eigenvector, up to a factor. In an ordinary degeneracy there would be two. This is possible because \(H(k)\) is not Hermitian at this complex \(k\).

The assumption \(W>0\) matters. If \(\Delta=0\) and \(t_1=t_2=t\), then \(q_b=0\) and \(F=4t^2\cos^2(ka/2)\). The two branch points have merged on the real axis into a double zero, and the energies \(\pm2t\cos(ka/2)\) cross with finite slope. In the opposite limit \(t_2\to0\) at fixed \(t_1\), the bands become flat and \(q_b\to\infty\).

The position of the branch point at midgap is a property of this model. Add an equal hopping \(t'\) between like orbitals in adjacent cells. It adds \(2t'\cos ka\) to both diagonal elements, so the energies become \(2t'\cos ka\pm\sqrt{F(k)}\). They still meet at \(k_b\), but at energy \(-2t'\cosh q_ba\), whereas the midpoint of the two energies at \(k=\pi/a\) is \(-2t'\). With further bands or other hoppings, the route of each line has to be found from the new determinant.

### (e) How good is an effective mass in the gap?

Find the mass at the conduction-band edge. Use its parabola to estimate the decay constant at midgap, and compare with \(q_b\).

**Solution.** For small \(qa\), \(\sinh^2(qa/2)\simeq q^2a^2/4\). The upper branch from part (b) is then

\[
E=\sqrt{W^2-t_1t_2a^2q^2}
\simeq W-\frac{t_1t_2a^2}{2W}q^2 .
\]

Since \(k-\pi/a=iq\), one has \(-q^2=(k-\pi/a)^2\), and the same expansion describes the real band just above its edge. Comparison with \(W+\hbar^2(k-\pi/a)^2/(2m^*)\) gives

\[
m^*=\frac{\hbar^2W}{t_1t_2a^2}.
\]

With the free-electron value \(\hbar^2/m=0.0762\) eV nm\(^2\),

\[
\frac{m^*}{m}=\frac{(0.0762)(1.00)}{(2.4)(0.25)}=0.127 .
\]

Setting \(E=0\) in the parabola \(E=W-\hbar^2q^2/(2m^*)\) yields the estimate

\[
q_{\rm par}=\frac{\sqrt{2m^*W}}{\hbar}
=\frac{\sqrt2\,W}{a\sqrt{t_1t_2}}
=1.83\ \mathrm{nm}^{-1}.
\]

This is 1.44 times \(q_b\). Part of the excess is present for any parameters of this model. Because \(\mathrm{arsinh}\,x<x\) for \(x>0\),

\[
q_b<\frac{W}{a\sqrt{t_1t_2}}=\frac{q_{\rm par}}{\sqrt2}.
\]

The ratio \(q_{\rm par}/q_b\) is thus larger than \(\sqrt2\), and it tends to \(\sqrt2\) when \(W\ll\sqrt{t_1t_2}\). The parabola knows about one band edge and continues to ever larger \(q\) below it. The true line must bend back towards the other band.

### (f) Does a finite chain show this decay constant?

Consider an open chain of \(N\) cells, beginning with an \(A\) orbital and ending with a \(B\) orbital. Find the element \(G_N\) of \((E-H)^{-1}\) that connects its two ends, for an energy in the gap. Here \(H\) is the matrix of the finite chain.

**Solution.** \(G_N\) is the amplitude at the first orbital caused by a unit source at the last one. Let \(d_N=\det(E-H)\). By the cofactor rule, \(G_N\) is \((-1)^{2N+1}/d_N\) times the determinant left after deleting the last row and the first column. What remains is a triangular matrix with the \(2N-1\) negative hoppings on its diagonal. Its determinant is \((-1)^{2N-1}t_1^Nt_2^{N-1}\). The signs cancel, and

\[
G_N=\frac{t_1^Nt_2^{N-1}}{d_N}.
\]

Let \(c_N\) be the determinant for the first \(2N-1\) orbitals, and set \(d_0=1\). Expansion along the last row gives

\[
d_N=(E+\Delta)c_N-t_1^2d_{N-1},\qquad
c_{N+1}=(E-\Delta)d_N-t_2^2c_N .
\]

Write the first relation for \(N+1\), insert the second, and replace \((E+\Delta)c_N\) by \(d_N+t_1^2d_{N-1}\):

\[
d_{N+1}=(E^2-\Delta^2-t_1^2-t_2^2)d_N-t_1^2t_2^2d_{N-1}.
\]

Define \(u_N=d_N/(t_1t_2)^N\), so that \(G_N=1/(t_2u_N)\). Then

\[
u_{N+1}=2D\,u_N-u_{N-1},\qquad u_0=1,\qquad u_1=2D+\frac{t_2}{t_1}.
\]

The value of \(u_1\) follows from \(d_1=E^2-\Delta^2-t_1^2\).

In the gap \(D=-\cosh y\) with \(y=qa>0\). The identity \(\sinh[(N+1)y]+\sinh[(N-1)y]=2\cosh y\sinh Ny\) shows that

\[
u_N=(-1)^N\,
\frac{\sinh[(N+1)y]-(t_2/t_1)\sinh Ny}{\sinh y}
\]

obeys the recursion, and it has the required values at \(N=0\) and \(N=1\). For \(Ny\gg1\), and provided that \(e^y\) is not close to \(t_2/t_1\), the decaying exponentials in the numerator can be dropped:

\[
G_N\simeq(-1)^N\,\frac{2\sinh y}{t_2\,(e^y-t_2/t_1)}\,e^{-Nqa}.
\]

The alternating sign comes from \(\mathrm{Re}\,k=\pi/a\), and the exponential from \(\mathrm{Im}\,k\). For \(t_1>t_2\) the bracket is positive throughout the gap, so the decay per cell is fastest at the branch energy, where \(q=q_b\).

At \(E=0\), \(e^{-y}=0.530\) per cell. For ten cells the asymptotic formula gives

\[
G_{10}\simeq\frac{2(0.678)}{1.2\,(1.887-0.600)}\,e^{-6.348}\ \mathrm{eV}^{-1}
=1.54\times10^{-3}\ \mathrm{eV}^{-1},
\]

which agrees with direct inversion of the \(20\times20\) matrix. At \(E=0.8\) eV the factor per cell is 0.681, and inversion gives \(1.61\times10^{-2}\ \mathrm{eV}^{-1}\), about ten times more.

For \(t_2>t_1\) the growing part of \(u_N\) vanishes when \(e^y=t_2/t_1\). Then \(2t_1t_2\cosh y=t_1^2+t_2^2\), and the energy relation of part (b) gives \(E=\pm\Delta\). Only the decaying part then remains: \(\sinh[(N+1)y]-e^y\sinh Ny=e^{-Ny}\sinh y\), so \(u_N=(-1)^Ne^{-Ny}\) and \(|G_N|=e^{Ny}/t_2\) grows with \(N\). Since \(u_N\neq0\), these energies are not exact eigenvalues of the finite chain. They are the energies of end states of a half-infinite chain. On a half-infinite chain starting with \(A_1\), for instance, \(B_n=0\) and \(A_{n+1}=-(t_1/t_2)A_n\) solve the equations at \(E=\Delta\) and decay into the chain. At such an energy the response between the ends no longer follows \(e^{-Nqa}\), although the complex band is unchanged. The complex band fixes the available decay factors, while the ends of the chain determine how strongly each one enters.

## Table of computed values

```
Delta = 0.6 eV, t1 = 2.0 eV, t2 = 1.2 eV, a = 0.5 nm
half-gap W = 1.0000 eV, full gap = 2.0000 eV
outer band edges = -/+ 3.2558 eV
branch point: q_b = 1.26957 1/nm, q_b a = 0.63479
exp(-q_b a) = 0.53005
Loop from the fixed-energy eigenproblem:
  E = -0.990 eV   q = 0.18205 1/nm
  E = -0.800 eV   q = 0.76984 1/nm
  E = -0.400 eV   q = 1.16661 1/nm
  E = +0.000 eV   q = 1.26957 1/nm
  E = +0.400 eV   q = 1.16661 1/nm
  E = +0.800 eV   q = 0.76984 1/nm
  E = +0.990 eV   q = 0.18205 1/nm
C = 1.27588 eV nm^(1/2)
Upper-branch slope near the branch point:
  q_b-q = 1e-02 1/nm  dE/dq = -6.337  leading law -6.379 eV nm
  q_b-q = 1e-04 1/nm  dE/dq = -63.791  leading law -63.794 eV nm
  q_b-q = 1e-06 1/nm  dE/dq = -637.950  leading law -637.942 eV nm
at q = 1.2 q_b: E = +/- 0.6792 i eV
circle of radius 0.4 1/nm around k_b:
  start E = +0.7342 eV, one turn -0.7342 eV, two turns +0.7342 eV
same radius around pi/a: start +0.9506 eV, one turn +0.9506 eV
Bloch matrix at k_b: norm = 1.6279 eV, square = 0
hbar^2/m = 0.076200 eV nm^2
edge mass m*/m = 0.1270
parabolic midgap q = 1.8258 1/nm, ratio to q_b = 1.4381
End-to-end Green function of an open chain:
  E = 0.0 eV: G(10 cells) = 1.5381e-03 1/eV
    G(20)/G(19) = -0.53005, -exp(-qa) = -0.53005
  E = 0.8 eV: G(10 cells) = 1.6105e-02 1/eV
    G(20)/G(19) = -0.68051, -exp(-qa) = -0.68051
```
